# Fermi-Level Pinning by Uniform Interface States behind a Thin Dipole Layer

When a metal touches an n-type semiconductor, electrons entering the semiconductor often meet a barrier. If the two surfaces kept their separate vacuum levels and merely lined them up, the barrier would be the metal work function minus the electron affinity, and one extra electronvolt of work function would add one electronvolt of barrier. States in the gap at the interface weaken this response. They exchange charge with the metal, and the resulting dipole takes up part of the change in work function. The question is how large a part remains.

## Model and conventions

Electron energies are counted upward from the common Fermi level, \(E_F=0\). The coordinate \(x\) runs from the metal surface at \(x=0\), through a charge-free layer of thickness \(\delta\) and permittivity \(\varepsilon\), to the semiconductor film at \(x=\delta\). The symbols are:

- \(\Phi_M\), the metal work function, and \(\chi\), the electron affinity of the film;
- \(\Phi_B\), the barrier: the conduction edge at the interface minus \(E_F\);
- \(\Phi_0\), the depth of the neutrality level below the conduction edge. States filled exactly up to this level carry no net charge;
- \(D\), the number of interface states per area and energy;
- \(E_g\), the gap.

The elementary charge \(e>0\) is kept visible. In atomic units \(e=1\) and \(\varepsilon=\kappa/4\pi\), where \(\kappa\) is the relative permittivity.

The assumptions are these.

1. The interface states form a sheet at \(x=\delta\) and are in equilibrium with the metal.
2. \(D\) is constant across the gap, and \(E_F\) lies several \(kT\) from both band edges.
3. \(D,\delta,\varepsilon,\chi\) and \(\Phi_0\) stay the same when the metal is changed.
4. The film has no space charge, so its bands are flat.
5. The image force is left out.

**Theorem.** Under these assumptions, up to corrections exponentially small in the distance from \(E_F\) to the band edges divided by \(kT\),

\[
\Phi_B=S(\Phi_M-\chi)+(1-S)\Phi_0,\qquad
S=\frac{d\Phi_B}{d\Phi_M}=\frac{1}{1+e^2D\delta/\varepsilon}.
\]

In atomic units, \(S=1/(1+4\pi D\delta/\kappa)\).

## Two lemmas

**Lemma 1 (the dipole).** If the interface states carry charge \(\sigma\) per area, then

\[
\Phi_M-\chi-\Phi_B=\frac{e\sigma\delta}{\varepsilon}.
\]

*Proof.* The vacuum level at the metal surface is \(\Phi_M\). At the film surface it is \(\Phi_B+\chi\), since it lies \(\chi\) above the conduction edge. Going from metal to film, the electron energy therefore drops by \(\Delta=\Phi_M-\chi-\Phi_B\).

The whole contact is neutral, so the metal surface carries \(-\sigma\). For \(\sigma>0\) the field in the layer points from the film to the metal, and Gauss's law gives \(F_x=-\sigma/\varepsilon\). The potential then changes by

\[
\phi(\delta)-\phi(0)=-\int_0^\delta F_x\,dx=\frac{\sigma\delta}{\varepsilon}.
\]

An electron has potential energy \(-e\phi\), so its energy drops by \(\Delta=e\sigma\delta/\varepsilon\). For \(\sigma<0\) both signs reverse and the formula stands. ∎

**Lemma 2 (the filling).** At temperature \(T\),

\[
\frac{\sigma}{eD}=\Phi_B-\Phi_0+kT\ln\!\left(1+e^{-\Phi_B/kT}\right)-kT\ln\!\left(1+e^{-(E_g-\Phi_B)/kT}\right).
\]

*Proof.* The conduction edge is at \(\Phi_B\), the valence edge at \(\Phi_B-E_g\), and the neutrality level at \(\Phi_B-\Phi_0\). A neutral sheet holds \(D(E_g-\Phi_0)\) electrons. The positive charge is \(e\) times the shortfall from this number:

\[
\frac{\sigma}{eD}=E_g-\Phi_0-\int_{\Phi_B-E_g}^{\Phi_B}\frac{dE}{e^{E/kT}+1}.
\]

The Fermi function has the antiderivative \(-kT\ln(1+e^{-E/kT})\), so the integral is

\[
kT\ln\!\left(1+e^{(E_g-\Phi_B)/kT}\right)-kT\ln\!\left(1+e^{-\Phi_B/kT}\right).
\]

In the first logarithm, take out the large exponential: \(\ln(1+e^y)=y+\ln(1+e^{-y})\) with \(y=(E_g-\Phi_B)/kT\). The integral becomes \(E_g-\Phi_B+kT\ln(1+e^{-(E_g-\Phi_B)/kT})-kT\ln(1+e^{-\Phi_B/kT})\), and subtracting it from \(E_g-\Phi_0\) gives the lemma. ∎

Thermal smearing thus leaves the linear law intact apart from the edge terms. Electrons lifted above the Fermi level are matched by holes left below it, because the density is the same on both sides.

## Proof of the theorem

Drop the edge terms, so that \(\sigma=eD(\Phi_B-\Phi_0)\). The sign makes sense: if the neutrality level lies above \(E_F\), states that should be full are empty, and the sheet is positive. Put this into Lemma 1 and write \(\alpha=e^2D\delta/\varepsilon\):

\[
\Phi_M-\chi-\Phi_B=\alpha(\Phi_B-\Phi_0).
\]

Collecting the terms in \(\Phi_B\) gives \((1+\alpha)\Phi_B=\Phi_M-\chi+\alpha\Phi_0\). Divide by \(1+\alpha\), and set \(S=1/(1+\alpha)\), so that \(\alpha/(1+\alpha)=1-S\). This is the stated barrier. By assumption 3 nothing else varies with \(\Phi_M\), so its derivative is \(S\). ∎

**Remark (edge terms).** For a barrier well below mid-gap the conduction-edge term dominates. It adds \(\alpha kTe^{-\Phi_B/kT}\) to the right side of the balance and so shifts the barrier by about \(-(1-S)kTe^{-\Phi_B/kT}\).

## A second proof, from the energy

Let \(n\) electrons per area move from the states to the metal, at zero temperature. Before any transfer the neutrality level lies

\[
g=\Phi_M-\chi-\Phi_0
\]

above \(E_F\). The first electron to leave gains \(g\). Later ones come from lower levels, down to \(n/D\) below the neutrality level, so the total gain is \(gn-n^2/2D\). The layer stores the field energy \((en)^2\delta/2\varepsilon\). The energy per area is

\[
\mathcal E(n)=-gn+\frac{n^2}{2D}+\frac{e^2\delta n^2}{2\varepsilon}.
\]

A negative \(n\), meaning electrons taken from the metal, gives the same expression. Since \(\mathcal E\) is convex, its single minimum is where the derivative vanishes:

\[
g=n\left(\frac1D+\frac{e^2\delta}{\varepsilon}\right)
\quad\Longrightarrow\quad \frac nD=\frac{g}{1+\alpha}.
\]

By Lemma 1 with \(\sigma=en\), \(\Phi_B-\Phi_0=g-e^2\delta n/\varepsilon=n/D\). Hence \(\Phi_B=\Phi_0+Sg\), which is the theorem again.

The two quadratic terms are those of two capacitors in series: the layer, with \(C_\ell=\varepsilon/\delta\), and the states, with \(C_s=e^2D\). Since \(\alpha=C_s/C_\ell\),

\[
S=\frac{C_\ell}{C_\ell+C_s}.
\]

The applied difference \(g\) is divided between them, and \(S\) is the share that falls on the states, where it appears as a displacement of the barrier from \(\Phi_0\).

## Limits

*Few states.* For \(\alpha\to0\), \(S\to1\) and \(\Phi_B\to\Phi_M-\chi\), the Schottky-Mott barrier. The same happens for \(\delta\to0\) at fixed \(D\): a sheet of charge lying on the metal has no lever arm and makes no dipole.

*Many states.* For \(\alpha\to\infty\), \(S\approx1/\alpha\) and \(\Phi_B\to\Phi_0\), whatever the metal. The transferred charge does not diverge. From \(n=Dg/(1+\alpha)\) it tends to \(n=\varepsilon g/(e^2\delta)\), just enough for the layer to take up all of \(g\).

## Worked example

Take a contact in the regime of a high-work-function metal on amorphous indium gallium zinc oxide at 300 K. The parameters are rough typical values: \(\chi=4.2\) eV, \(E_g=3.1\) eV, \(\Phi_0=0.5\) eV, \(\delta=0.5\) nm, \(\kappa=4\) and \(D=4\times10^{13}\) cm\(^{-2}\) eV\(^{-1}\). The capacitances are \(C_\ell=7.083\) and \(C_s=6.409\) µF/cm², so

\[
\alpha=\frac{6.409}{7.083}=0.905,\qquad S=\frac1{1.905}=0.525.
\]

In atomic units \(D=0.03048\) and \(\delta=9.449\), and \(4\pi(0.03048)(9.449)/4\) is again 0.905.

For \(\Phi_M=5.2\) eV,

\[
\Phi_B=0.525(1.0)+0.475(0.5)=0.7625\ \text{eV}.
\]

The states lack \(D(\Phi_B-\Phi_0)=1.05\times10^{13}\) electrons per cm², a charge of 1.68 µC/cm². Divided by \(C_\ell\), this gives a drop of 0.2375 V, which is the difference between the unpinned 1.0 eV and the barrier. Minimizing the energy over evenly spaced discrete levels on a patch of \(10^5\) nm² also gives 0.7625 eV.

For \(\Phi_M=4.3\) and 5.6 eV the barriers are 0.290 and 0.9725 eV. A range of 1.3 eV in work function is reduced to 0.68 eV. At 4.3 eV the barrier is below \(\Phi_0\), so the states are negative and the dipole raises the barrier above its unpinned value of 0.1 eV.

With the layer held fixed, \(S\) is 0.98 at \(10^{12}\), 0.82 at \(10^{13}\), 0.31 at \(10^{14}\) and 0.04 at \(10^{15}\) cm\(^{-2}\) eV\(^{-1}\). It reaches one half where \(C_s=C_\ell\), at \(D=4.0\times10^{13}/0.905=4.4\times10^{13}\) cm\(^{-2}\) eV\(^{-1}\).

The edge correction is largest for the lowest barrier. At 400 K and \(\Phi_M=4.3\) eV it is \(-3.6\) µeV, which is negligible.

## When the assumptions are relaxed

**Proposition 1 (donors).** Let the film have permittivity \(\varepsilon_s\), donor density \(N\), and a bulk conduction edge \(\zeta\) above \(E_F\). If \(\Phi_B-\zeta\gg kT\), the local slope is

\[
\frac{d\Phi_B}{d\Phi_M}=\frac1{1+\alpha+\varepsilon_s\delta/(\varepsilon W)},\qquad
W^2=\frac{2\varepsilon_s(\Phi_B-\zeta-kT)}{e^2N}.
\]

*Proof.* With Boltzmann electrons, the conduction edge \(U(x)\) obeys

\[
U''=\frac{e^2N}{\varepsilon_s}\left[1-e^{-(U-\zeta)/kT}\right].
\]

Multiply by \(U'\) and integrate from the bulk, where \(U'=0\) and \(U=\zeta\), to the interface:

\[
\tfrac12U'^2=\frac{e^2N}{\varepsilon_s}\left[\Phi_B-\zeta-kT\left(1-e^{-(\Phi_B-\zeta)/kT}\right)\right].
\]

Drop the last exponential. The space charge per area is \(\varepsilon_s|U'|/e\), which equals \(eNW\) with the stated \(W\). It lies behind the layer and adds to \(\sigma\):

\[
\Phi_M-\chi-\Phi_B=\alpha(\Phi_B-\Phi_0)+\frac{e^2\delta NW}{\varepsilon}.
\]

Differentiating \(W^2\) gives \(dW/d\Phi_B=\varepsilon_s/(e^2NW)\), so the last term has derivative \(\varepsilon_s\delta/(\varepsilon W)\) with respect to \(\Phi_B\). Differentiating the whole balance with respect to \(\Phi_M\) gives the result. ∎

Solving the balance for \(\Phi_B\) shows that donors lower the barrier by \(Se^2\delta NW/\varepsilon=(1-S)NW/D\), because \(S\alpha=1-S\). For \(N=10^{17}\) cm\(^{-3}\), relative film permittivity 10 and \(\Phi_M=5.2\) eV, \(W=83\) nm and \(NW=8.3\times10^{11}\) cm\(^{-2}\). The lowering is \(0.475(0.0208)=0.010\) eV, to a barrier of 0.7526 eV, and the slope falls from 0.525 to 0.521. A numerical solution of Poisson's equation, with thermally filled gap states and mobile electrons, gives the same barrier and slope to the four printed digits. A film thinner than \(W\) has no neutral bulk, and the proposition does not apply to it.

**Proposition 2 (varying density).** Let \(D(E)\) depend on energy \(E\) measured from the neutrality level, and let it change little over \(kT\). Then the local slope is the theorem's \(S\) with \(D\) taken at the Fermi level.

*Proof.* The Fermi level is at \(E=\Phi_0-\Phi_B\), so the sheet lacks \(n=\int_{\Phi_0-\Phi_B}^{0}D(E)\,dE\) electrons. Its derivative with respect to \(\Phi_B\) is \(D(\Phi_0-\Phi_B)\), the density at the Fermi level. Differentiating \(\Phi_M-\chi-\Phi_B=e^2\delta n/\varepsilon\) completes the proof. ∎

If the density grows upward as \(e^{E/(1\ \mathrm{eV})}\), with the earlier value at the neutrality level, the contact at 5.2 eV has \(\Phi_B=0.78\) eV and slope 0.59. Its Fermi level lies 0.28 eV below neutrality, where states are fewer. A plot of barrier against work function is then curved, and one straight line through it has no single \(D\) behind it.

**Proposition 3 (states with depth).** Let the states decay into the film as \((D/\lambda)e^{-z/\lambda}\), with \(z=x-\delta\), and let \(\Phi_B\) be the conduction edge behind them. With \(\beta=e^2D\lambda/\varepsilon_s\), and without donors,

\[
\frac1S=I_0(2\sqrt\beta)+\frac{\varepsilon_s\delta}{\varepsilon\lambda}\sqrt\beta\,I_1(2\sqrt\beta),
\]

where \(I_0\) and \(I_1\) are modified Bessel functions.

*Proof.* Let \(u(z)\) be the height of the local neutrality level above \(E_F\). The local charge density is \(e(D/\lambda)e^{-z/\lambda}u\), and Poisson's equation reads \(u''=(\beta/\lambda^2)e^{-z/\lambda}u\). Put \(t=2\sqrt\beta\,e^{-z/2\lambda}\). Since \(dt/dz=-t/2\lambda\), this becomes

\[
t^2u_{tt}+tu_t-t^2u=0.
\]

Its solutions are \(I_0(t)\) and \(K_0(t)\). The second grows linearly in \(z\) as \(t\to0\), which would leave a field deep in the film, so \(u=AI_0(t)\) with \(A=\Phi_B-\Phi_0\). At the film surface

\[
u(0)=AI_0(2\sqrt\beta),\qquad u'(0)=-\frac{A\sqrt\beta}{\lambda}I_1(2\sqrt\beta).
\]

No sheet remains at \(z=0\), so \(\varepsilon\) times the slope is continuous and the slope in the layer is \(\varepsilon_su'(0)/\varepsilon\). Continuing back to the metal gives \(g=u(0)-\delta\varepsilon_su'(0)/\varepsilon\). By definition \(g=\Phi_M-\chi-\Phi_0\), and \(S=A/g\) follows. ∎

For small \(D\), \(I_0(2\sqrt\beta)\approx1+\beta\) and \(\sqrt\beta\,I_1(2\sqrt\beta)\approx\beta\), so \(1/S\approx1+\alpha+\beta\). The lever arm \(\delta/\varepsilon\) has become \(\delta/\varepsilon+\lambda/\varepsilon_s\). Pinning therefore survives even at \(\delta=0\), unlike for a sheet.

With a rough decay length of 0.3 nm, \(\beta=0.217\). The slope falls to 0.447, against 0.471 from the first-order form, and the conduction edge behind the states, at 5.2 eV, becomes 0.724 eV. At the film surface itself the edge is higher, at \(\Phi_0+AI_0(2\sqrt\beta)=0.775\) eV, so 0.724 eV is the effective barrier only if carriers tunnel easily through this thin peak. Reading this slope with the sheet formula would give \(\alpha=1/0.447-1=1.24\) instead of 0.905, and so a state density about 37% above the true one. Even for a sheet, a measured slope fixes only the combination \(D\delta/\varepsilon\).

## Reading the result beside a real contact

Palladium and platinum form rectifying contacts on this oxide, with barriers that are roughly some tenths of an electronvolt up to about one, depending on preparation. The computed 0.76 eV lies in that range, but the parameters were chosen for this regime, so the agreement is no test of the model. The state density is high compared with a good gate-insulator interface on this oxide, for which \(10^{11}\) to \(10^{12}\) cm\(^{-2}\) eV\(^{-1}\) is a rough guide. Real contacts can depart from assumption 3: reactive metals such as titanium and aluminium take oxygen from the oxide and change the interface. The 0.29 eV found for a work function of 4.3 eV should not be assigned to them. This chemistry, and lateral variation of the barrier, are not sized here.

The image force lowers the barrier that carriers cross. If the metal is taken to lie directly at the film surface, their energy near the interface is \(\Phi_B-eFz-e^2/(16\pi\varepsilon_iz)\), where \(F\) is the field strength in the film and \(\varepsilon_i\) the permittivity for the image. Its maximum is at \(z^2=e/(16\pi\varepsilon_iF)\), where the two subtracted terms are equal, and lies below \(\Phi_B\) by \(\sqrt{e^3F/(4\pi\varepsilon_i)}\). With \(F=0.15\) MV/cm this is 0.047 eV for relative permittivity 10 and 0.074 eV for a rough optical value of 4. The layer in fact puts the metal \(\delta\) further away. With permittivity 4 in both layer and film, this reduces the second figure by \(eF\delta\), to 0.066 eV. With permittivity 10 in the film and 4 in the layer, the step in permittivity repels the carrier close to the interface. The simple image form fails there, and the first figure should not be used for this contact. At 5.2 eV the value of 0.066 eV exceeds the shifts found above for donors, for a varying density and for states with depth.

Tunnelling through the depletion region is governed by \(E_{00}=(e\hbar/2)\sqrt{N/(m\varepsilon_s)}\). With \(m=0.34\) electron masses it is 3.2 meV, about an eighth of \(kT\). Carriers then cross the depletion region at energies near the top of the barrier, some over it and some through its thin tip, and not by tunnelling from its foot. They must also tunnel through the thin interface layer. With the rough transmission \(1.4\times10^{-4}\) estimated below, this cuts the current by about four orders of magnitude. A barrier read from the saturation current without this factor comes out too high by \(kT\ln(1/1.4\times10^{-4})=0.23\) eV, more than the image lowering. The figure depends strongly on the assumed layer barrier, being 0.13 eV for 1 eV and 0.30 eV for 5 eV, so \(\Phi_B\) should not be compared directly with such a barrier. The donor density is 2% of the effective band density, so Boltzmann statistics suffice in the bulk.

The layer must be thin enough for the states to follow the metal. For a rough barrier of 3 eV and the free mass, \(e^{-2\delta\sqrt{2mU}/\hbar}=1.4\times10^{-4}\). With an attempt time of \(\hbar/(1\ \mathrm{eV})\), exchange takes about 5 ps, fast for a steady measurement. The exponent grows with \(\delta\), so exchange through a much thicker layer is slow, and under an applied bias the states may then follow the film instead of the metal. The field in the layer is 4.75 MV/cm at 5.2 eV and 8.55 MV/cm at 5.6 eV, so a constant \(\varepsilon\) is itself an approximation. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Affinity 4.2 eV; gap 3.1 eV; neutral depth 0.5 eV
Layer thickness 0.5 nm; relative permittivity 4
State density 4.0e+13 cm^-2 eV^-1
Film: static permittivity 10, optical 4, mass 0.34 m_e
Donors 1.0e+17 cm^-3; temperature 300 K; kT 0.0259 eV
State density in atomic units 0.03048
Layer thickness in atomic units 9.4486
Coupling alpha 0.9048; from atomic units 0.9048
Pinning slope S 0.5250
Layer capacitance 7.083 uF/cm2
State capacitance 6.409 uF/cm2
Work function 4.3 eV: unpinned 0.100, pinned 0.2900 eV
  with donors: depletion formula 0.2850, Poisson 0.2850 eV
  layer drop -0.1900 eV; field -3.80 MV/cm
Work function 5.2 eV: unpinned 1.000, pinned 0.7625 eV
  with donors: depletion formula 0.7526, Poisson 0.7526 eV
  layer drop 0.2375 eV; field 4.75 MV/cm
Work function 5.6 eV: unpinned 1.400, pinned 0.9725 eV
  with donors: depletion formula 0.9611, Poisson 0.9611 eV
  layer drop 0.4275 eV; field 8.55 MV/cm
Barrier at 5.2 eV from discrete-level energy minimum 0.7625 eV
State charge at 5.2 eV, no donors: 1.050e+13 e/cm2
  the same 1.682 uC/cm2
S at 1e+12 cm^-2 eV^-1: 0.9779
S at 1e+13 cm^-2 eV^-1: 0.8155
S at 4e+13 cm^-2 eV^-1: 0.5250
S at 1e+14 cm^-2 eV^-1: 0.3066
S at 1e+15 cm^-2 eV^-1: 0.0423
Neglected effects, work function 5.2 eV:
Depletion width 83.2 nm; donor charge 8.317e+11 e/cm2
Slope with donors: formula 0.5209, Poisson 0.5209
State decay length 0.3 nm; beta 0.2171
Slope with depth spread 0.4473; first order 0.4713
Barrier with depth spread 0.7236 eV
Density energy scale 1.0 eV: slope 0.5938, barrier 0.7794 eV
Film field at interface 0.150 MV/cm
Image lowering: static 0.0466, optical 0.0736 eV
Tunnelling energy E00 3.18 meV; E00/kT 0.123
WKB exponent at barrier foot 196.5
Layer barrier 3.0 eV: transmission 1.40e-04
Rough state-metal exchange time 4.7 ps
Bulk edge minus Fermi level 0.1010 eV; donors/Nc 0.0201
Gap-edge shift at 400 K, work function 4.3 eV: -3.63 micro-eV
```
